Ligand field of a square antiprism acting on an f shell, part 1

(Sections cited here and not found follow in the second part.)

Setting

A metal ion at the origin is surrounded by eight identical ligands at distance R. Four form the upper cap, at polar angle θ and azimuths α/2 + nπ/2 with n = 0, 1, 2, 3. Four form the lower cap, at polar angle π − θ and azimuths −α/2 + nπ/2. The angle α is the twist. Write s = sinθ and c = cosθ. The one-electron ligand field is expanded as

V = Σ_kq B_kq C_kq(r̂),

where, for q ≥ 0 and x the cosine of the polar angle,

C_kq = (−1)^q √[(k−q)!/(k+q)!] (1−x²)^(q/2) (d^q P_k/dx^q) e^(iqφ),  C_k,−q = (−1)^q C_kq*.

This is √(4π/(2k+1)) Y_kq with the Condon-Shortley phase. The algebra is in atomic units. The Laplace expansion of 1/|r − R|, the addition theorem P_k(r̂·L̂) = Σ_q C_kq*(L̂) C_kq(r̂) and the Wigner-Eckart theorem may be used.

The numerical model has round parameters and represents no particular material: ligand charges −Z with Z = 1, R = 2.4 Å, radial functions proportional to r³e^(−5r) for f and r⁴e^(−2.5r) for d (r in bohr), a spin-orbit constant of 0.1 eV in both shells, and an offset of 7 eV per d electron that replaces all monopole (k = 0) terms. Angular overlap parameters are eσ = 0.04 eV, eπ = 0.01 eV, eδ = eφ = 0. The numerical check supplies the numbers and the tests mentioned in the answers.

Part (a)

Express B_kq through the ligand directions, first for point charges and then in the angular overlap model (AOM), where a ligand on the z axis shifts the orbital |3,m⟩ by e_|m| (e_0 = eσ, e_1 = eπ, e_2 = eδ, e_3 = eφ). State which k act within f and between f and d. Evaluate the single-ligand parameters of the model.

Answer (a)

An electron is repelled by a charge −Z at R_L with energy Z/|r − R_L|. The Laplace expansion followed by the addition theorem gives

Z/|r − R_L| = Z Σ_k (r<^k / r>^(k+1)) Σ_q C_kq*(L̂) C_kq(r̂),

with r< and r> the smaller and larger of r and R. All ligands share R, so between two given shells the radial factor integrates to one number b_k for each k, and

B_kq = b_k Σ_L C_kq*(L̂),  b_k = Z ⟨r<^k / r>^(k+1)⟩.

When the radial density beyond R is negligible, r< = r and b_k = Z⟨r^k⟩/R^(k+1), which is positive within one shell.

In ⟨l m|C_kq|l′ m′⟩ the azimuthal integral of e^(i(−m+q+m′)φ) requires q = m − m′. The product Y_lm* Y_l′m′ is a polynomial on the sphere of degree l + l′ and parity (−1)^(l+l′), so it contains only harmonics with k ≤ l + l′ of that parity. Within f this leaves k = 0, 2, 4, 6. Between f and d it leaves k = 1, 3, 5.

For the AOM the diagonal elements c_k(m) = ⟨3m|P_k|3m⟩ are needed. The normalised polar densities on −1 ≤ x ≤ 1 are

m = 0: (7/8)(5x³ − 3x)²
|m| = 1: (21/32)(1 − x²)(5x² − 1)²
|m| = 2: (105/16) x²(1 − x²)²
|m| = 3: (35/32)(1 − x²)³

Integrating term by term with ∫x^(2n) dx = 2/(2n+1) gives the moments ⟨x²⟩, ⟨x⁴⟩, ⟨x⁶⟩:

m = 0: 23/45, 13/33, 49/143
|m| = 1: 7/15, 53/165, 101/429
|m| = 2: 1/3, 5/33, 35/429
|m| = 3: 1/9, 1/33, 5/429

These are inserted in P2 = (3x² − 1)/2, P4 = (35x⁴ − 30x² + 3)/8 and P6 = (231x⁶ − 315x⁴ + 105x² − 5)/16. For example c_2(0) = (3·23/45 − 1)/2 = 4/15. For |m| = 0, 1, 2, 3 the results are

c_2 = (4, 3, 0, −5)/15,  c_4 = (6, 1, −7, 3)/33,  c_6 = (100, −75, 30, −5)/429,

and c_0 = 1. Summed over the seven m, with each |m| > 0 counted twice, these four vectors are orthogonal. The three sums with c_0 are 4 + 2(3 + 0 − 5), 6 + 2(1 − 7 + 3) and 100 + 2(−75 + 30 − 5). The mixed sums are 24 + 2(3 + 0 − 15), 400 + 2(−225 + 0 + 25) and 600 + 2(−75 − 210 − 15). All six are zero. Four orthogonal vectors span the four values e_|m|, so e_|m| = Σ_k b_k c_k(m) exactly, with b_k = Σ_m e_|m| c_k(m) / Σ_m c_k(m)². The denominators are (16 + 18 + 50)/15² = 84/225, (36 + 2 + 98 + 18)/33² = 154/1089 and (10000 + 11250 + 1800 + 50)/429² = 23100/429². Hence

b_2 = (15/84)(4eσ + 6eπ − 10eφ) = (5/14)(2eσ + 3eπ − 5eφ),
b_4 = (33/154)(6eσ + 2eπ − 14eδ + 6eφ) = (3/7)(3eσ + eπ − 7eδ + 3eφ),
b_6 = (429/23100)(100eσ − 150eπ + 60eδ − 10eφ) = (13/70)(10eσ − 15eπ + 6eδ − eφ).

Within the f shell a ligand on z therefore acts as Σ_k b_k P_k(r̂·ẑ). Rotating the ligand to L̂ turns this into Σ_k b_k P_k(r̂·L̂), since the f shell is carried into itself by rotations, and the addition theorem again gives B_kq = b_k Σ_L C_kq*(L̂). This is the superposition model. It assumes that ligand contributions add and that each is symmetric about its own metal-ligand axis. Point charges and the AOM differ only in b_k.

For the f function, r² times the squared radial function is (2ζ)⁹ r⁸ e^(−2ζr)/8! with ζ = 5 per bohr, and ∫rⁿe^(−ar)dr = n!/a^(n+1) gives ⟨r^k⟩ = (8+k)!/[8!(2ζ)^k]. In ångström units ⟨r²⟩ = 0.252026 Å², ⟨r⁴⟩ = 0.093158 Å⁴ and ⟨r⁶⟩ = 0.047478 Å⁶. The Coulomb constant is 27.21139 × 0.529177 = 14.3996 eV Å, so

b_2 = 14.3996 × 0.252026 / 2.4³ = 0.26252 eV,
b_4 = 14.3996 × 0.093158 / 2.4⁵ = 0.016847 eV,
b_6 = 14.3996 × 0.047478 / 2.4⁷ = 0.001491 eV.

The program tests these against the integrals with the full r<, r> kernel. That kernel gives the f-d parameter b_5 = 0.011783 eV. In the AOM, b_2 = (5/14)(0.11) = 0.039286 eV, b_4 = (3/7)(0.13) = 0.055714 eV and b_6 = (13/70)(0.25) = 0.046429 eV. The point-charge parameters fall quickly with k and these AOM parameters do not.

Part (b)

Find all nonzero B_kq with 1 ≤ k ≤ 6 as functions of θ and α. Find the twists at which every nonaxial (q ≠ 0) term acting within the f shell vanishes. Check the result against the cube and evaluate it at θ = 50°.

Answer (b)

Write C_kq(θ,φ) = T_kq(θ) e^(iqφ) with T real. Under θ → π − θ, x changes sign and the q-th derivative of P_k has parity (−1)^(k−q), so T_kq(π − θ) = (−1)^(k+q) T_kq(θ). The ligand sum is

Σ_L C_kq* = T_kq(θ) [e^(−iqα/2) + (−1)^(k+q) e^(+iqα/2)] Σ_n e^(−iqnπ/2).

The last sum is geometric with ratio e^(−iqπ/2). It equals 4 when the ratio is 1, that is for q divisible by 4, and otherwise (1 − e^(−2πiq))/(1 − e^(−iqπ/2)) = 0. With k ≤ 6 only q = 0 and q = ±4 remain. For these q the bracket is 2cos(qα/2) for even k and −2i sin(qα/2) for odd k.

For q = 0 this gives B_k0 = 8 b_k P_k(c) for even k and B_k0 = 0 for odd k, both independent of α.

For q = 4 the fourth derivatives are needed, with P5 = (63x⁵ − 70x³ + 15x)/8:

P4: 35·24/8 = 105, and √(0!/8!) = 1/(24√70), so T_44 = 105 s⁴/(24√70) = (√70/16) s⁴.
P5: 63·120x/8 = 945x, and √(1!/9!) = 1/(72√70), so T_54 = (3√70/16) s⁴c.
P6: (231·360x² − 315·24)/16 = (945/2)(11x² − 1), and √(2!/10!) = 1/(360√14), so T_64 = (3√14/32) s⁴(11c² − 1).

Multiplying by 4·2cos2α or by 4·(−2i sin2α):

B44 = (√70/2) b_4 s⁴ cos2α,
B64 = (3√14/4) b_6 s⁴ (11c² − 1) cos2α,
B54 = −i (3√70/2) b_5 s⁴ c sin2α.

Because V is real, B_k,−4 = B_k4*. The even-k terms are real because the x axis is a twofold axis at every twist: it maps (θ, φ) to (π − θ, −φ), which exchanges the caps.

Within f only B44 and B64 are nonaxial. For s ≠ 0 and b_4 ≠ 0, B44 = 0 requires cos2α = 0, that is α = 45° modulo 90°, and B64 then vanishes with it. Seen along z, each cap contributes a term varying as e^(4iφ), and a relative rotation of 45° shifts its phase by 4 × 45° = 180°, so the two caps cancel. For odd k the reflection supplies one more sign, the caps add, and |B54| is largest at that same twist. B64 also vanishes at c² = 1/11, θ = 72.45°, for any twist, but B44 survives there unless cos2α = 0.

At α = 0 and c² = 1/3 the cap edge √2 Rs and the vertical edge 2Rc both equal 2R/√3, so the ligands form a cube. There s⁴ = 4/9, P4 = (35/9 − 10 + 3)/8 = −7/18 and P6 = (231/27 − 35 + 35 − 5)/16 = 2/9. Then B40 = −(28/9)b_4, B44 = (2√70/9)b_4, B60 = (16/9)b_6 and B64 = (3√14/4)(4/9)(8/3)b_6 = (8√14/9)b_6, so

B44/B40 = −√70/14 = −√(5/14) = −0.5976,  B64/B60 = √14/2 = +√(7/2) = 1.8708.

Here the ligands lie in the xz and yz planes. Turning the x axis by 45° multiplies both q = 4 terms by −1 and reverses both signs.

At θ = 50°, s⁴ = 0.34436, c = 0.64279 and 11c² − 1 = 3.5449. For α = 0, B44 = 4.18330 × 0.016847 × 0.34436 = 0.024269 eV and B64 = 2.80624 × 0.001491 × 0.34436 × 3.5449 = 0.00511 eV. For α = 40° both are multiplied by cos80° = 0.17365, giving 0.004214 eV and 0.000887 eV. For α = 45° both are zero, while B54 = −i × 12.5499 × 0.011783 × 0.34436 × 0.64279 = −0.03273i eV. The program tests the closed forms against three-dimensional quadrature of ΣZ/|r − R_L| and against AOM matrices built with rotation operators, for six geometries and every (k,q). A root search on the AOM B44 returns the twist 45.0000°.

Part (c)

Locate the polar angle at which B20 changes sign, give the slope there, and state what the angle and the sense of the change depend on. Does the f shell become degenerate at that angle? On which side does the antiprism with all edges equal lie?

Answer (c)

B20 = 8b_2 P2(c) = 4b_2(3c² − 1) vanishes at c² = 1/3:

θ_0 = arccos(1/√3) = 54.7356°.

The derivative is dB20/dθ = −24 b_2 sc. At θ_0, sc = √(2/3)·√(1/3) = √2/3, so the slope is −8√2 b_2 per radian. It is nonzero, so the zero is a change of sign. With b_2 = 0.262520 eV it is −8√2 × 0.262520 × π/180 = −0.051838 eV per degree.

The angle does not depend on α, because B20 does not, nor on b_2. It holds in any superposition model with eight identical axially symmetric ligands. The program's root searches give 54.7356° for point charges at twists 45° and 20° and for the AOM. The sense depends on the sign of b_2. Negative point charges have b_2 > 0, so B20 > 0 for the elongated antiprism (θ < θ_0) and B20 < 0 for the compressed one: with P2 = 0.11976 at 50° and −0.12500 at 60°,

B20(50°) = 8 × 0.262520 × 0.11976 = 0.2515 eV (2029 cm⁻¹),  B20(60°) = −0.2625 eV.

In the AOM the sense reverses when 2eσ + 3eπ − 5eφ < 0, which the program tests with a second parameter set. If a ligand is not symmetric about its own axis, the step from one ligand to P_2(r̂·L̂) fails and the zero need not lie at θ_0.

The shell does not become degenerate. At θ_0, P4 = −7/18 and P6 = 2/9, so B40 = −(28/9)b_4 = −0.052412 eV and B60 = (16/9)b_6 = 0.002650 eV survive.

For α = 45°, neighbours within a cap are separated by d² = 2R²s². Neighbours in opposite caps differ by 45° in azimuth and by 2Rc in height, so d² = 2R²s²(1 − cos45°) + 4R²c² = R²s²(2 − √2) + 4R²c². Equality gives √2 s² = 4c², so tan²θ = 2√2, tanθ = 8^(1/4) and θ = 59.26°. Since tan²θ_0 = 2 < 2√2, this antiprism is on the compressed side, with B20 < 0 for b_2 > 0.

Part (d)

Take H as the sum of Coulomb repulsion, spin-orbit coupling and Σ_i V(i), restricted to the configuration fⁿ, at the special twist of part (b). Determine which of M (the eigenvalue of Jz) and J are good quantum numbers and which degeneracies follow. State what role B20 plays. Give the orbital levels of f¹ and interpret the lowest f² levels, which the program finds, relative to the lowest and for |M| = 0, 1, 2, 3, 4, as

θ = 50°: 0.12432, 0.11318, 0.08299, 0.04209, 0 eV
θ = θ_0: 0.01145, 0.00905, 0.00333, 0, 0.01053 eV
θ = 60°: 0, 0.00716, 0.02868, 0.06683, 0.13099 eV

Answer (d)

At α = 45° the field within f is V = B20 C20 + B40 C40 + B60 C60, apart from the constant k = 0 term. Since C_kq carries e^(iqφ) and l_z = −i∂/∂φ, [l_z, C_kq] = qC_kq, so V commutes with l_z, and it does not act on spin. The Coulomb repulsion is unchanged by a common rotation of all positions, so it commutes with Lz, and it is spin-free. The operator l·s = l_z s_z + (l₊s₋ + l₋s₊)/2 conserves l_z + s_z for each electron. Therefore

[H, Jz] = 0,

and H is block diagonal in M. Time reversal Θ commutes with H, because V and the Coulomb term are real and l·s is a product of two time-odd operators, while ΘJzΘ⁻¹ = −Jz. If Hψ = Eψ and Jzψ = Mψ, then Θψ has energy E and projection −M. The blocks M and −M have the same spectrum. For odd n this is Kramers degeneracy. For even n time reversal alone forces no degeneracy; here it does so together with the conservation of Jz. Pairs with odd M stay degenerate even when only the fourfold axis survives, since Θ then links the states with M = 1 modulo 4 to those with M = −1 modulo 4, whereas pairs such as ±2 and ±4 can split when Jz is lost (parts (e) to (g)). "Pure M" means that eigenstates can be chosen with sharp M; within a degenerate pair ±M any superposition is also an eigenstate.

J is not conserved, because C_k0 with k > 0 is not a scalar under rotation and has matrix elements between different J at the same M. B20 plays no part in the purity: the commutator vanishes for any values of B20, B40 and B60. As B20 passes through zero and changes sign, levels of different |M| cross, and they stay pure throughout. Because B40 and B60 also act, the crossings need not fall at θ_0 itself: in the model the ground level there is already |M| = 3.

In the 91 determinants of f² the elements of [H, Jz] are H_ij(M_j − M_i). With the field taken from quadrature at θ = 50°, the largest is 1.0 × 10⁻¹² eV at α = 45°, to be compared with 5.2 × 10⁻³ eV at α = 40°. The program also tests the equality of the M and −M spectra.

For one f electron without spin-orbit coupling V is diagonal and E_m = Σ_k B_k0 c_k(m). At 50°, B20 = 0.251524, B40 = −0.057621 and B60 = 0.000672 eV:

E_0 = 0.067073 − 0.010477 + 0.000157 = 0.05675 eV,
E_±1 = 0.050305 − 0.001746 − 0.000117 = 0.04844 eV,
E_±2 = 0 + 0.012223 + 0.000047 = 0.01227 eV,
E_±3 = −0.083841 − 0.005238 − 0.000008 = −0.08909 eV.

At a twist of 45° the field within the f shell is purely axial, so M is a good quantum number and ±M levels are degenerate, while J is not conserved; the f¹ orbital levels at θ = 50° follow directly. It remains to interpret the f² levels, to separate what the point group alone guarantees, and to find the splittings caused by a changed twist, the B44 left by unequal caps, and the effect of admitting the d shell.

All numerical values are calculated from the stated model.
